Pseudo-arclength continuation through folds in an autocatalytic deposition model

**Definitions and conventions**

A steady state is a solution of G(x,μ) = 0, where x has n components, G has n components and μ is one adjustable parameter. Subscripts on G denote derivatives. We write z = (x,μ) and

A = [G_x G_μ],

an n×(n+1) matrix. A solution is regular if A has rank n. The unit vector t with At = 0 is then the tangent to the solution curve, up to sign, and t_μ is its last component. A fold is a regular point where t_μ = 0 and μ has a quadratic turning point along the curve. Ordinary stepping means fixing the next μ and solving for x by Newton's method, starting from the previous x. The symbol [A; wᵀ] means A with the row wᵀ added below it.

**One fold by hand**

Take one unknown and the equation

g(x,μ) = μ + x² = 0.

The curve is μ = −x². It rises to a fold at (0,0) and then descends. Start at x = −1/2, μ = −1/4, moving towards larger x. Ordinary stepping to μ = 1/8 asks for x² = −1/8, which has no real solution. Ordinary Newton divides by g_x = 2x, which vanishes at the fold.

Instead, leave μ free and prescribe progress along the tangent. Differentiating the curve gives dμ/dx = −2x, so the starting tangent is parallel to (1,1). Move 7/16 in each coordinate. The predicted point is (−1/16, 3/16), and the correction is confined to the line through it perpendicular to the tangent:

x + μ = 1/8.

Newton's equations for the correction (dx,dμ) are

2x dx + dμ = −g,
dx + dμ = 0.

The second gives dμ = −dx; the first then gives (2x−1)dx = −g. At the predicted point g = 3/16 + 1/256 = 49/256 and 2x−1 = −9/8, so dx = 49/288 = 0.1701 and x becomes 0.1076. Two more updates give 0.1445 and 0.1464. The limit is the root (1−1/√2)/2 of x−x² = 1/8. The fold has been crossed and μ has begun to fall.

This example also shows how the method can fail. The new determinant 2x−1 vanishes at x = 1/2, where the curve's tangent, parallel to (1,−1), is perpendicular to the old one. On the curve x+μ = x−x² never exceeds 1/4, so a longer step can ask for a line that misses the curve. Short steps are a condition of the method.

**The general determinant identity**

At a regular point, every vector w splits into a part in the row space of A and a part along t:

w = r + (w·t)t.

The determinant of [A; wᵀ] is linear in its last row. It is zero for w = r, because r is a combination of the rows above it. Hence

det[A; wᵀ] = Δ(w·t), Δ = det[A; tᵀ].

To find Δ, set B = [A; tᵀ]. Since At = 0 and t·t = 1, BBᵀ is block diagonal with blocks AAᵀ and 1. Therefore

Δ² = det(AAᵀ) > 0.

Ordinary stepping corresponds to w = e_μ, the unit vector along μ. Expanding along that row gives

det G_x = Δ t_μ,

which is zero at a fold. Pseudo-arclength continuation uses the previous tangent t₀:

det[A; t₀ᵀ] = Δ(t₀·t).

This is nonzero as long as the tangent has turned by less than a right angle. By continuity the same holds for Newton iterates close enough to the curve.

**The algorithm**

1. At a known point z₀ with tangent t₀, predict z = z₀ + h t₀.
2. Correct by Newton's method on the n+1 equations G(z) = 0 and t₀·(z−z₀) = h. The matrix is [A; t₀ᵀ].
3. At the new point solve [A; t₀ᵀ]q = (0,…,0,1)ᵀ. The first n rows make q tangent to the curve; the last gives t₀·q = 1, which preserves the direction of travel. Set t = q/|q|.
4. If Newton fails or t₀·t is too small, halve h and repeat. Otherwise accept the point.
5. When t_μ changes sign, vary h within that step until t_μ = 0. This locates the fold.

With s the arclength, z(s) = z₀ + s t₀ + s²z''/2 + …. Differentiating t·t = 1 gives t·z'' = 0, so the quadratic term lies in the correction plane. The predictor error is therefore h²|z''|/2 to leading order, and halving h should divide it by four.

To see how μ turns, differentiate G(x(s),μ(s)) = 0 twice. At the fold μ' = 0 and x' = φ, the unit right null vector of G_x, which leaves

G_xx[φ,φ] + G_x x'' + G_μ μ'' = 0.

Multiply by the left null vector ψᵀ. Since ψᵀG_x = 0,

μ'' = −ψᵀG_xx[φ,φ]/(ψᵀG_μ).

The denominator cannot vanish at a regular point, since ψᵀA would then be zero. If μ'' ≠ 0, then μ−μ_f ≈ μ''s²/2 and t_μ ≈ μ''s. Eliminating s gives

|det G_x| ≈ |Δ| sqrt(2|μ''| |μ−μ_f|).

The ordinary determinant disappears as a square root, and on the far side of μ_f there is no nearby steady state.

**A deposition reactor**

Let θ be the fraction of surface sites occupied by precursor and v = 1−θ the vacant fraction. Precursor adsorbs on one vacancy and can desorb. Film forms by

A* + 2* → film + 3*,

where * is a vacancy. Two vacancies enter and three leave, so the reaction is autocatalytic in vacancies. Random mean-field mixing gives its rate per site as kθv². By-products leave at once, the surface is isothermal, and the gas is a well-stirred, dilute precursor in a carrier with constant volumetric flow. Then

dθ/dt = apv − k_dθ − kθv²,
dp/dt = (p_in−p)/τ − β(apv−k_dθ).

Here p and p_in are the precursor pressures in the reactor and feed, and τ is the residence time. The ideal-gas law fixes β = N_s(A_s/V)k_BT_gas, the pressure one monolayer would add if released into the gas, where N_s is the site density and A_s/V the surface area per gas volume.

Measure time in units of 1/k and define

u = ap/k, μ = ap_in/k, δ = k_d/k, T = kτ, D = aτβ.

Dividing the first balance by k, and multiplying the second by a/k², gives

G₁ = uv − δθ − θv²,
G₂ = (μ−u)/T − (D/T)(uv−δθ).

The factor D/T arises because aβ/k = (aτβ)/(kτ). Scaling matters for the algorithm too: arclength adds squares of coverage and pressure, so a change of pressure unit would change the steps.

Since dv/dθ = −1, the rows of A, in the order θ, u, μ, are

(−u−δ−v²+2θv, v, 0),
(D(u+δ)/T, −(1+Dv)/T, 1/T).

The last two columns have determinant v/T. It is nonzero for θ < 1. At θ = 1, G₁ = −δ is not zero, so there is no steady state there. Every physical steady state is therefore regular.

**All steady states and their stability**

This model is small enough to check by elimination. G₁ = 0 gives u = δθ/v + θv. It also gives uv−δθ = θv², so G₂ = 0 becomes μ = u + Dθv². Thus

μ(θ) = δθ/v + θv + Dθv².

All physical steady states lie on this one connected curve, so continuation from zero feed can reach each of them. In a general problem it may miss detached curves. Differentiation gives

dμ/dθ = δ/v² + 1−2θ + Dv(1−3θ).

Setting this to zero, multiplying by v² and replacing θ by 1−v gives the fold condition

δ = F(v) = v² + 2(D−1)v³ − 3Dv⁴.

Its derivative is F' = v[2+6(D−1)v−12Dv²]. For D > 0 the bracket is a downward parabola, equal to 2 at v = 0 and −4−6D at v = 1, so it has one root between. F therefore rises from zero to one maximum δ_c and then falls to −1−D. There are two folds for 0 < δ < δ_c and none above. At δ_c they merge: μ'' = 0, and det G_x vanishes although μ does not turn back.

Without gas depletion, D → 0 and F = v²−2v³. The maximum is at v = 1/3, giving δ_c = 1/27. For large D, F ≈ D(2v³−3v⁴), with its maximum at v = 1/2 and δ_c ≈ D/16. Depletion favours multiplicity here because surface consumption lowers the pressure that would otherwise fill the vacancies.

For stability, expand the determinant of the first two columns:

det G_x = (1/T)[u+δ + (v²−2θv)(1+Dv)].

On the curve u+δ = δ/v+θv. Substitution and extraction of v give

det G_x = (v/T)dμ/dθ.

The trace obeys

tr G_x ≤ 2θv−v²−1/T = 2v−3v²−1/T ≤ 1/3−1/T.

For T < 3 it is negative. States with dμ/dθ > 0 are then stable, and those between the folds are saddles. The bound on the trace holds throughout 0 ≤ θ ≤ 1, u ≥ 0, so Bendixson's criterion also excludes periodic orbits there. For T ≥ 3 this bound alone no longer decides the matter, and one must return to the negative terms −u, −δ and −Dv/T that it dropped from the trace.

**One numerical step across the fold**

Take k = 20 1/s, k_d = 0.2 1/s, a = 50 1/(Pa s), τ = 0.025 s, N_s = 10¹⁹ 1/m², A_s/V = 10 1/m and T_gas = 600 K. Then β = 0.828 Pa, δ = 0.01, T = 0.5 and D = 1.035. One unit of u or μ is k/a = 0.4 Pa.

Just before the upper fold the computation has

z₀ = (0.423313, 0.251459, 0.397236),
t₀ = (0.983352, 0.180389, 0.021879).

With h = 0.03, adding h t₀ gives the prediction (0.452813, 0.256871, 0.397892). Two Newton updates reduce the residual from 5.6×10⁻⁴ through 3.4×10⁻⁷ to 4×10⁻¹⁴, and the corrected point is

z = (0.452993, 0.256072, 0.396425).

Coverage has increased while the feed parameter has decreased. The new t_μ is −0.075. Across the step det G_x changes from 0.0257 to −0.0830, but the corrector determinant changes only from 1.173 to 1.099. The identity accounts for the first value: 1.172901 × 0.021879 = 0.02566. Over all 72 accepted steps, the corrector determinant at the converged points stays above 0.197 in magnitude.

The folds are at θ = 0.4299, p_in = 0.1589 Pa and θ = 0.8987, p_in = 0.0757 Pa. They agree with the roots of the fold polynomial. Halving a short step, from h = 0.002 to 0.001, at these folds divides the predictor error by 3.999 and 4.030; for longer steps the higher-order terms move the ratio further from four, most at the sharply curved lower fold.

The curvature at the upper fold can be checked by hand. Because dμ/dθ = 0 there, μ'' = (d²μ/dθ²)(dθ/ds)², where

d²μ/dθ² = 2δ/v³ − 2 + D(6θ−4) = −3.363.

Also du/dθ = δ/v²+1−2θ = 0.1710. Since dμ/ds = 0, (dθ/ds)² = 1/(1+0.1710²), and μ'' = −3.268, as found from the null vectors. At a distance 10⁻⁶ below μ_f, the square-root law predicts |det G_x| = 2.957×10⁻³; the computed value is 2.963×10⁻³.

Ordinary stepping with Δμ = 0.01 succeeds up to μ = 0.39, where det G_x is still 0.293. At μ = 0.40 it takes 12 updates and converges to θ = 0.974, on another part of the curve. No matrix was exactly singular, but the updates wandered around the fold until one met det G_x = 0.006, and that nearly singular matrix threw θ from 0.429 to 0.937. The nearby solution had ceased to exist, and a small final residual did not reveal that the branch had been lost. Ordinary stepping could follow the middle branch if started on it, but it too would end at the folds.

**What the branches mean**

At p_in = 0.12 Pa there are three steady states:

- θ = 0.205: growth 2.59 monolayers/s, stable.
- θ = 0.698: growth 1.28 monolayers/s, a saddle.
- θ = 0.963: growth 0.026 monolayers/s, stable.

For the first, kθv² = 20 × 0.2053 × 0.7947² = 2.59 1/s. The stable rates differ by a factor of about 100 at the same feed, because the crowded surface lacks the two vacancies needed for conversion. The saddle has one growing mode, with rate 2.83 1/s. Time integration of the unscaled balances, started at the saddle pressure but with θ shifted by −0.01 or +0.01, ended at the first or third state respectively.

Growth on the low-coverage branch is not monotonic. Since d(θv²)/dθ = v(1−3θ), it peaks at θ = 1/3, before the fold. More feed then reduces growth even while the state remains stable. Starting from the upper-fold state with the feed 2% above its fold value, integration ends at θ = 0.974 and 0.013 monolayers/s. Starting from the lower-fold state with the feed 2% below its fold value, it ends at θ = 0.107 and 1.71 monolayers/s. Between the folds the state depends on history.

With the other parameters held fixed, multiplicity requires δ < 0.0852, or k_d < 1.70 1/s. Continuation at 0.95 and 1.05 times this limit finds two folds and none, respectively.

These are round parameters, not those of a particular precursor. Raising τ alone to 0.15 s would give T = 3, where the simple bound on the trace no longer suffices. The dropped term −Dv/T then settles the matter: D/T = aβ/k = 2.07 does not depend on τ, so tr G_x ≤ 2v − 3v² − 2.07v − 1/T < 0. With the other parameters fixed, this model therefore has no periodic orbits at any τ. Real reactors also have pressure gradients, which the stirred-gas assumption omits. At the upper fold the reactor pressure is 0.4 × 0.2526 = 0.101 Pa against a feed of 0.159 Pa, so inlet and outlet surfaces could experience markedly different conditions. The resulting fold shift needs a spatial model. Adsorbate islands and readsorbed by-products would change the rate law itself, by an amount this model cannot supply. The fold pressures are therefore results for this model, not operating limits for a device.

**Where continuation needs more care**

If A loses rank, the tangent is no longer unique and solution curves may cross; branch switching is then needed. Too long a step can miss the curve or reach another part of it. The run above accepted a step only if t₀·t ≥ 0.98, a turn of at most about 0.20 radians. At the lower fold μ'' = 18.1, so |z''| is at least that large and the leading-order estimate of the turn, h|z''|, keeps h below about 0.011 there. The angle condition is a safeguard rather than a proof of staying on the branch; where curves pass close together, a repeat with smaller steps is a useful further check. The numerical output below gives the remaining values.

Table of computed values

```
k = 20 1/s, k_des = 0.2 1/s, a = 50 1/(Pa s)
tau = 0.025 s, sites = 1e+19 1/m^2
area/volume = 10 1/m, gas T = 600 K
beta = 0.82839 Pa, pressure unit k/a = 0.4 Pa
dimensionless: delta = 0.01, T = 0.5, D = 1.03549
continuation: 72 accepted steps, h_max = 0.03
most corrector updates in a step = 3
smallest |corrector determinant| = 0.19768
smallest successive tangent product = 0.98187
step across upper fold; vectors are (theta, u, mu), dimensionless:
 start      [0.423313 0.251459 0.397236]
 tangent    [0.983352 0.180389 0.021879]
 step h = 0.030000
 predictor  [0.452813 0.256871 0.397892]
 corrected  [0.452993 0.256072 0.396425]
 new tangent [ 0.989178  0.126056 -0.075075]
 residuals  5.58e-04 3.39e-07 4.19e-14
 start: det G_x = 0.025662, corrector det = 1.172901
 end: det G_x = -0.083032, corrector det = 1.099134
upper fold: theta = 0.429885, u = 0.252624, mu = 0.397309
 feed = 0.158923 Pa, growth = 2.79452 monolayer/s
 mu'' = -3.26763, |Delta| = 1.15678 (dimensionless)
 predictor error ratio on halving h = 3.9991
lower fold: theta = 0.898744, u = 0.179763, mu = 0.189304
 feed = 0.075722 Pa, growth = 0.18429 monolayer/s
 mu'' = 18.13299, |Delta| = 0.20569 (dimensionless)
 predictor error ratio on halving h = 4.0303
at mu_fold - 1e-06: |det G_x| = 2.962744e-03, law 2.957212e-03
ordinary stepping, mu step = 0.01: last good mu = 0.39
 last good theta = 0.365332, det G_x = 0.293309
 at mu = 0.40: converged on another branch, 12 updates
 final theta = 0.973955, residual = 1.16e-17
steady states at feed = 0.12 Pa (mu = 0.3):
 theta = 0.205307, p = 0.066296 Pa, growth = 2.59318 monolayer/s
  real parts of eigenvalues = -74.6936, -7.8414 1/s
 theta = 0.697726, p = 0.093595 Pa, growth = 1.27502 monolayer/s
  real parts of eigenvalues = -53.6237, 2.8328 1/s
 theta = 0.963428, p = 0.119466 Pa, growth = 0.02577 monolayer/s
  real parts of eigenvalues = -41.7677, -4.5378 1/s
growth ratio, first/third state = 100.62
2% above upper fold: feed = 0.162102 Pa, final theta = 0.974331
 final growth = 0.01284 monolayer/s
2% below lower fold: feed = 0.074207 Pa, final theta = 0.107290
 final growth = 1.71006 monolayer/s
critical delta = 0.085210, critical k_des = 1.70421 1/s
folds at 0.95 and 1.05 critical delta: [2, 0]
```
